# Best-Focus Shifts from Primary Astigmatism in Horizontal, Vertical and 45 Degree Gratings

## Symmetry and the form of the answer

A projection lens with a small amount of primary astigmatism images a grating. The best focus moves by some distance $z^*$, and symmetry fixes how this distance depends on the orientation of the grating.

Let $\mathbf q=(q_x,q_y)$ be the position in the pupil, with $|\mathbf q|=1$ at the rim. Primary astigmatism of any orientation is the path error

$$W=A_c\,(q_x^2-q_y^2)+2A_s\,q_xq_y,\qquad (A_c,A_s)=A(\cos2\psi,\sin2\psi), \tag{1}$$

where $A$ is a length and $\psi$ is the angle by which the pattern is turned from the $x$ axis. Take first a grating periodic along $x$ and a rotationally symmetric source. To leading order in the aberration, $z^*=aA_c+bA_s$. The reflection $q_y\to-q_y$ leaves grating and source unchanged but reverses $A_s$. The shift must stay the same, so $b=0$. If the grating is periodic along a direction at angle $\varphi$ to the $x$ axis, only the relative angle $\varphi-\psi$ can matter, and therefore

$$z^*=a\,A\cos2(\varphi-\psi). \tag{2}$$

For aligned astigmatism ($\psi=0$) the shifts at $\varphi=0$ and $90^\circ$ are opposite, and the shift at $45^\circ$ vanishes. The factor $a$ is dimensionless. When defocus is described by a path quadratic in $\mathbf q$, the distance $z$ enters only as $z\,\mathrm{NA}^2$, with NA the numerical aperture, so $a$ is a number divided by $\mathrm{NA}^2$. That number, and what happens when the source is not rotationally symmetric, require the imaging calculation.

## Imaging model and signs

The image space has refractive index 1, the wavelength is $\lambda$, and $k=2\pi/\lambda$. The time factor is $e^{-i\omega t}$, so an extra optical path $W$ multiplies a wave by $e^{ikW}$. The image plane is at $z$, positive away from the lens. A plane wave from pupil point $\mathbf q$ has lateral wave vector $k\,\mathrm{NA}\,\mathbf q$ and axial component $k\sqrt{1-\mathrm{NA}^2q^2}$. After removal of the phase $kz$ common to all waves, its phase is

$$\Phi(\mathbf q)=k\left[W(\mathbf q)-z\left(1-\sqrt{1-\mathrm{NA}^2q^2}\right)\right]. \tag{3}$$

The grating has period $p$ along $\varphi$. Vertical lines have $\varphi=0$ and horizontal lines $\varphi=90^\circ$. The mask is thin: its diffraction amplitudes $a_m$ do not depend on the illumination angle. A source point $\mathbf s$, in pupil units, sends order $m$ to

$$\mathbf q_m=\mathbf s+m\rho_1(\cos\varphi,\sin\varphi),\qquad \rho_1=\frac{\lambda}{p\,\mathrm{NA}}. \tag{4}$$

Different source points are mutually incoherent. With $\xi$ the image position along the period, the scalar image is

$$I(\xi;z,A)=\Big\langle\Big|\sum_m P_m a_m e^{i\Phi(\mathbf q_m)}e^{2\pi im\xi/p}\Big|^2\Big\rangle, \tag{5}$$

where $P_m=1$ inside the pupil and 0 outside, and the brackets average over the source.

Best focus means the $z$ at which the first-harmonic modulation $M$ is largest. This need not be a single plane: coherent light repeats the maximum at regular distances, and some gratings with unequal lines and spaces have two equal maxima on either side of $z=0$ even without aberration. The best foci given below are for gratings whose highest maximum without aberration or resist film is the single one at $z=0$; for coherent light, and for a dipole of two point poles, whose modulation also recovers at large defocus, the maximum nearest to $z=0$ is meant. $M$ is the amplitude of the component of period $p$ divided by the mean intensity. It can exceed one, because higher harmonics keep the intensity from becoming negative.

## Vertical and horizontal gratings

For aligned astigmatism $W=A(q_x^2-q_y^2)$. Let $u$ and $v$ be pupil coordinates along and across the period:

$$q_x=u\cos\varphi-v\sin\varphi,\qquad q_y=u\sin\varphi+v\cos\varphi. \tag{6}$$

Squaring and subtracting, the coefficient of $u^2$ is $\cos^2\varphi-\sin^2\varphi$, that of $v^2$ is its negative, and the two cross terms add to $-4uv\sin\varphi\cos\varphi$. Hence

$$W=A\left[(u^2-v^2)\cos2\varphi-2uv\sin2\varphi\right]. \tag{7}$$

For moderate NA, the square root in (3) is expanded as $1-\sqrt{1-\mathrm{NA}^2q^2}\approx\mathrm{NA}^2(u^2+v^2)/2$. Define

$$D=A\cos2\varphi-\tfrac12z\,\mathrm{NA}^2,\qquad B=-A\sin2\varphi. \tag{8}$$

The phase is then $k[Du^2+2Buv]$ plus a term in $v^2$. By (4) the orders have $u_m=s_u+m\rho_1$ and $v_m=s_v$. The $v^2$ term is the same for all orders from one source point and cancels in the intensity. The phase relative to order zero is

$$\Phi_m-\Phi_0=k\left[D(2ms_u\rho_1+m^2\rho_1^2)+2Bms_v\rho_1\right]. \tag{9}$$

For vertical lines $B=0$ and $D=A-z\,\mathrm{NA}^2/2$. With

$$\Delta=\frac{2A}{\mathrm{NA}^2}, \tag{10}$$

this is $D=-(z-\Delta)\mathrm{NA}^2/2$, the value an unaberrated lens would give at $z-\Delta$. For horizontal lines again $B=0$, but $D=-A-z\,\mathrm{NA}^2/2=-(z+\Delta)\mathrm{NA}^2/2$. Therefore

$$I_V(\xi;z,A)=I_V(\xi;z-\Delta,0),\qquad I_H(\xi;z,A)=I_H(\xi;z+\Delta,0). \tag{11}$$

Vertical lines focus at $+\Delta$ and horizontal lines at $-\Delta$, relative to their unaberrated focus. The number left open by the symmetry argument is 2.

Equation (11) concerns the whole image. Any measure of focus, such as the linewidth at a fixed threshold, moves by the same amount. Within the quadratic approximation the result holds for every period, line-to-space ratio and source shape, because none of these entered the cancellation. The cutoff $P_m$ does not interfere, since it depends on neither $z$ nor $A$.

The sign has a direct reading. For $A>0$ the path is longer towards the rim along $x$. This weakens the convergence of the waves that form vertical lines, and they come to focus farther from the lens.

## The 45 degree grating

At $\varphi=45^\circ$, (8) gives $D=-z\,\mathrm{NA}^2/2$ and $B=-A$. The astigmatism now contributes $-2kAms_v\rho_1$ to (9). A phase linear in $m$ is a displacement, because $e^{2\pi im\xi/p}$ becomes $e^{2\pi im(\xi-\delta)/p}$ with

$$\frac{2\pi\delta}{p}=2kAs_v\rho_1\quad\Rightarrow\quad \delta=\frac{2As_v\rho_1p}{\lambda}=\frac{2As_v}{\mathrm{NA}}. \tag{12}$$

Each source point produces an image displaced sideways in proportion to $s_v$. If $s_v$ varies over the source, the summed image is smeared. At $z=0$ astigmatism can therefore cost the 45 degree grating some modulation, even where it does not change its best focus.

Whether the focus stays put depends on the source, and this can be settled without the quadratic approximation. Let the amplitudes $a_m$ be real, as they are for a real transmission symmetric about $\xi=0$. The complex conjugate of the field from one source point is

$$E_{\mathbf s}^*(\xi)=\sum_mP_ma_me^{-i\Phi(\mathbf q_m)}e^{-2\pi im\xi/p}. \tag{13}$$

This is the field at $-\xi$ with all phases reversed. By (3), the phase reverses when $z$ and $A$ both change sign. Since conjugation leaves the intensity unchanged,

$$I_{\mathbf s}(\xi;z,A)=I_{\mathbf s}(-\xi;-z,-A). \tag{14}$$

At $45^\circ$, $W=-2Auv$. Changing $s_v$ to $-s_v$ reverses $v$ for every order, which has the same effect as reversing $A$, while $|\mathbf q_m|$, and with it the defocus term and the cutoff, is unchanged. If the source is mirror symmetric about the direction of periodicity, the average over it restores $A$:

$$I_{45}(\xi;z,A)=I_{45}(-\xi;-z,A). \tag{15}$$

The images at $+z$ and $-z$ are mirror images, with equal modulation and equal linewidths. The modulation is stationary at $z=0$. If $z=0$ is the single highest maximum without aberration, with nonzero curvature, it remains the best focus for sufficiently small $A$.

The same reasoning extends the opposite shifts to any NA in this scalar model. Rotating a horizontal grating by $90^\circ$ turns it into a vertical one and reverses $A$. For a source unchanged by that rotation, $I_H(\xi;z,A)=I_V(\xi;z,-A)$, and (14) gives

$$I_H(\xi;z,A)=I_V(-\xi;-z,A). \tag{16}$$

The two best foci are equal and opposite even where (10) no longer gives their size accurately.

## Modulation for three orders

Consider equal lines and spaces. With the origin at the centre of a clear space,

$$a_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi im\xi/p}\,d\xi=\frac{\sin(\pi m/2)}{\pi m}, \tag{17}$$

so $a_0=1/2$, $a_{\pm1}=1/\pi$ and $a_{\pm2}=0$. Suppose that orders $0$ and $\pm1$ pass for every source point and that the third orders are blocked. In the quadratic approximation, set

$$\alpha=kD\rho_1^2,\qquad \beta=2k\rho_1(Ds_u+Bs_v). \tag{18}$$

Equation (9) gives $\Phi_1-\Phi_0=\alpha+\beta$ and $\Phi_0-\Phi_{-1}=\beta-\alpha$. Two pairs of orders contribute to the coefficient of $e^{2\pi i\xi/p}$ in the intensity, namely $(1,0)$ and $(0,-1)$:

$$I_1=a_0a_1\left\langle e^{i(\beta+\alpha)}+e^{i(\beta-\alpha)}\right\rangle=2a_0a_1\cos\alpha\,\langle e^{i\beta}\rangle. \tag{19}$$

The factor $\cos\alpha$ leaves the average because $\alpha$ does not depend on $\mathbf s$. The mean intensity is $a_0^2+2a_1^2$. The harmonic has amplitude $2|I_1|$, so

$$M=M_0\,|\cos\alpha|\,|\langle e^{i\beta}\rangle|,\qquad M_0=\frac{4a_0a_1}{a_0^2+2a_1^2}. \tag{20}$$

For a uniform disk source of radius $\sigma$, $\beta$ is the scalar product of $\mathbf s$ with a vector of length $g=2k\rho_1\sqrt{D^2+B^2}$. The angular average of $e^{i\beta}$ at radius $r$ is $J_0(gr)$. Because $d(xJ_1)/dx=xJ_0$,

$$\langle e^{i\beta}\rangle=\frac{2}{\sigma^2}\int_0^\sigma J_0(gr)\,r\,dr=\frac{2J_1(X)}{X},\qquad X=2k\rho_1\sigma\sqrt{D^2+B^2}. \tag{21}$$

For small $A$ both factors in (20) are largest at $D=0$: there the cosine is one and $X$ has its smallest value. Setting $D=0$ in (8) gives

$$z^*=\Delta\cos2\varphi, \tag{22}$$

in agreement with (2). If the astigmatism is turned by $\psi$, $\varphi$ is replaced by $\varphi-\psi$. At $\psi=45^\circ$ the roles are exchanged: the horizontal and vertical gratings keep their focus, and the two diagonal gratings split.

At $45^\circ$ and $z=0$, $X=2k\rho_1\sigma A$. Since $2J_1(X)/X\approx1-X^2/8$, the relative loss of modulation is $X^2/8$, quadratic in $A$, whereas the focus shifts of the other gratings are linear in $A$. The result for the 45 degree grating fails, at the latest, when $A$ is so large that $X$ at $z=0$ reaches the first zero of $J_1$. The modulation then vanishes at $z=0$ but not at neighbouring values of $z$, so nominal focus can no longer be best.

## Sources that move the 45 degree focus

Let the source be centred, $\langle\mathbf s\rangle=0$, but not mirror symmetric about the 45 degree direction. For small phases, (20) becomes $M/M_0\approx1-(\alpha^2+\langle\beta^2\rangle)/2$. With $B=-A$,

$$\alpha^2+\langle\beta^2\rangle=k^2\rho_1^2\left[D^2\rho_1^2+4D^2\langle s_u^2\rangle-8DA\langle s_us_v\rangle+4A^2\langle s_v^2\rangle\right]. \tag{23}$$

Best focus minimizes this expression. Setting its derivative with respect to $D$ to zero gives

$$D=\frac{4A\langle s_us_v\rangle}{\rho_1^2+4\langle s_u^2\rangle}. \tag{24}$$

Inverting (6) at $45^\circ$ yields $s_u=(s_x+s_y)/\sqrt2$ and $s_v=(s_y-s_x)/\sqrt2$, so $s_us_v=(s_y^2-s_x^2)/2$. With $z=-2D/\mathrm{NA}^2$ and (10),

$$z^*_{45}=2\Delta\,\frac{\langle s_x^2\rangle-\langle s_y^2\rangle}{\rho_1^2+4\langle s_u^2\rangle}. \tag{25}$$

A dipole source with points at $(\pm\sigma,0)$ has $\langle s_x^2\rangle=\sigma^2$, $\langle s_y^2\rangle=0$ and $\langle s_u^2\rangle=\sigma^2/2$. Then

$$z^*_{45}=\Delta\,\frac{2\sigma^2}{\rho_1^2+2\sigma^2}. \tag{26}$$

The 45 degree grating follows the vertical one part of the way. The reason is a correlation: defocus displaces the image of each source point in proportion to $s_u$, astigmatism in proportion to $s_v$, and for this dipole $s_v=-s_u$. Defocus can therefore undo the smearing, at the price of the phase $\alpha$. When $\rho_1^2\ll2\sigma^2$ that price is small and the shift approaches $\Delta$. At such long periods higher orders also pass the pupil, but for equal lines and spaces this does not alter (26): the even orders other than zero are absent, so the pairs in (19) remain the only ones that contribute to the first harmonic, and the additional orders change only the mean intensity. For other line-to-space ratios (26) requires that the higher orders be blocked. When $\sigma\to0$ the smearing disappears and so does the shift.

## Beyond the quadratic focus term

Take equal lines and spaces, so that only orders $0$ and $\pm1$ determine the first harmonic, and one source point on the axis. The phases of orders $\pm1$ can then be matched to that of order zero without expanding the square root. For vertical lines this requires $A\rho_1^2=z(1-\sqrt{1-\mathrm{NA}^2\rho_1^2})$. Multiplying both sides by $1+\sqrt{1-\mathrm{NA}^2\rho_1^2}$ turns the right side into $z\,\mathrm{NA}^2\rho_1^2$, and

$$z_V^*=\frac{A}{\mathrm{NA}^2}\left(1+\sqrt{1-\mathrm{NA}^2\rho_1^2}\right). \tag{27}$$

For long periods, $\rho_1\to0$, this returns $\Delta$. It falls to $A(1+\sqrt{1-\mathrm{NA}^2})/\mathrm{NA}^2$ when the first orders reach the rim. The shift thus acquires a dependence on period, which is weak at moderate NA: the fall is 10 % for $\mathrm{NA}=0.60$ and grows with NA.

## Worked example

Take $\lambda=365$ nm, $\mathrm{NA}=0.60$, a disk source with $\sigma=0.35$, equal lines and spaces with $p=1000$ nm, and $A=15$ nm, or 0.041 waves. Then

$$\rho_1=\frac{365}{1000\times0.60}=0.608,\qquad \Delta=\frac{2\times15}{0.60^2}=83.3\ \text{nm}. \tag{28}$$

Since $\rho_1+\sigma=0.96<1$ and $3\rho_1-\sigma=1.47>1$, the three-order conditions hold. Vertical and horizontal gratings focus 166.7 nm apart. Direct summation of (5) with the quadratic focus term places the best foci at $+83.33$, $-83.33$ and $0.00$ nm for vertical, horizontal and 45 degree gratings. The modulation through focus is:

| $z$ (nm) | V | H | 45° |
|---|---|---|---|
| −400 | 1.136 | 1.286 | 1.216 |
| 0 | 1.398 | 1.398 | 1.404 |
| 400 | 1.286 | 1.136 | 1.216 |

The V and H columns are each other's reverse, and the 45 degree column is even in $z$. At nominal focus V and H are equal, so a comparison made there would not reveal the astigmatism. At $z=400$ nm the horizontal modulation is about 12 % below the vertical one.

The unaberrated peak is $M_0=1.4065$. For the 45 degree grating at $z=0$,

$$X=2\times\frac{2\pi}{365}\times0.608\times0.35\times15=0.110,\qquad \frac{X^2}{8}=0.0015. \tag{29}$$

The summed image gives the same loss, 0.15 % of the unaberrated value. As $A$ grows, the modulation at $z=0$ first vanishes at $A=523$ nm, or 1.4 waves, far outside the range of a usable lens.

For the $x$ dipole with $\sigma=0.35$, (26) gives

$$z^*_{45}=83.3\times\frac{2\times0.1225}{0.370+2\times0.1225}=33.2\ \text{nm}, \tag{30}$$

and direct summation gives 33.2 nm as well. The choice of source alone has moved the 45 degree focus by 40 % of $\Delta$. With the disk source restored but the astigmatism turned by $5^\circ$, the 45 degree focus moves by $83.3\cos80^\circ=14.5$ nm.

With the full focus term and the disk source, the best foci are $+77.8$, $-77.8$ and $0.0$ nm. The shift is 7 % smaller than $\Delta$, and the symmetry is intact, as (15) and (16) require. For coherent light on the axis, (27) gives 80.5 nm at this period and 75.0 nm with the first orders at the rim. The value for the disk source lies between these two.

## Comparison with a real exposure tool

The wavelength is that of the mercury i line, which is used in exposure tools. The source radius was chosen so that three orders pass, and the astigmatism so that the shifts are easily seen; the shifts scale with it. Of the simplifications estimated here, the quadratic focus term changes the V–H difference most, from 166.7 to 155.6 nm. For an image in air, vector imaging with unpolarized light lowers the peak vertical modulation by 3.5 % relative to the scalar value, without moving the foci at the 0.01 nm level. Inside a resist the waves are refracted towards the axis and the loss is smaller, about 1.5 % for the film described next. Averaging over a non-absorbing resist film 800 nm thick with index 1.7, on a substrate of the same index so that nothing is reflected back into the film, puts the best positions of the film's top surface at $-147$, $-302$ and $-225$ nm for V, H and 45 degrees. This is a common offset, with the V–H difference still 155.6 nm. A source 5 % wider along $x$ moves the 45 degree focus by 1.0 nm in the quadratic model. Standing waves in the resist, mask topography and other aberrations are not included, nor is the obliquity factor of a reducing lens, which for 5× reduction lowers the V–H difference by about 0.07 nm. Within these limits, for small astigmatism aligned with the vertical and horizontal gratings and a rotationally symmetric source, the setting midway between the vertical and horizontal foci is also the best focus of a 45 degree grating with the same period and line-to-space ratio, provided that such a grating has a single best focus without aberration. Mirror symmetry of the source alone does not ensure this in the film, where (14) fails because the path inside the film does not reverse with $z$ and $A$. The full set of values is in the numerical output.

## Calculated quantities

```
wavelength 365 nm, NA 0.60, source radius 0.35
pitch 1000 nm, equal lines and spaces
astigmatism coefficient A = 15.0 nm = 0.0411 waves
first-order pupil position rho1 = 0.6083
shift formula 2A/NA^2 = 83.33 nm
V-H focus difference, formula = 166.67 nm
Best focus from source sums, quadratic focus term:
  vertical: 83.33 nm
  horizontal: -83.33 nm
  45 degree: 0.00 nm
Modulation (V, H, 45 degree), quadratic focus term:
  z = -400 nm: 1.1361, 1.2863, 1.2158
  z = -200 nm: 1.3097, 1.3898, 1.3557
  z = 0 nm: 1.3979, 1.3979, 1.4043
  z = 200 nm: 1.3898, 1.3097, 1.3557
  z = 400 nm: 1.2863, 1.1361, 1.2158
unaberrated modulation at focus = 1.4065
45 degree modulation loss at z=0 = 0.151 %
A at which 45 degree modulation vanishes at z=0 = 523 nm
45 degree focus with other sources or axes:
  x dipole at 0.35: sum 33.20 nm, formula 33.19 nm
  source 5 % wider in x: sum 1.05 nm, formula 1.05 nm
  astigmatism turned by 5 degrees: 14.47 nm
Full focus term (V, H, 45 degree best focus):
  scalar: 77.79, -77.79, 0.00 nm
  vector, unpolarized: 77.79, -77.79, 0.00 nm
  coherent V formula, this pitch: 80.46 nm
  coherent V formula, order at rim: 75.00 nm
vector loss of peak V modulation = 3.52 %
Resist film 800 nm thick, index 1.7:
  best focus V, H, 45 degree: -146.81, -302.43, -224.62 nm
  V-H difference = 155.62 nm
  film loss of peak V modulation = 1.67 %
```
